\section*{Relativistic Bethe stopping: two derivations of the transverse-photon terms}

\section{What the Coulomb formula misses}

The nonrelativistic Bethe formula makes the energy loss of a fast ion depend on speed through $v^{-2}\ln(2mv^2/I)$. As $v\to c$ this settles to a constant, although the ion's field keeps spreading sideways and the largest energy it can give an electron keeps growing. For a 1000 MeV proton in ethylene gas the formula gives 2.51 keV/cm; with transverse photons included the result is 2.69 keV/cm, or 7.1\% more.

Let a point charge $ze$ of very large mass move with constant velocity $\mathbf v=\boldsymbol\beta c$ through $N$ atoms per volume, each with $Z$ electrons of mass $m$. Gaussian units are used, $e>0$, and $\gamma=(1-\beta^2)^{-1/2}$. Define the stopping number $L$ by
\begin{equation}
S=-\frac{dE_{\rm ion}}{dx}=\frac{4\pi z^2e^4NZ}{mv^2}\,L .
\end{equation}
To leading order in the ion's charge,
\begin{equation}
L=\ln\frac{2mv^2}{I}+\ln\gamma^2-\beta^2,\qquad
\ln I=\frac1Z\sum_n f_n\ln E_n. \label{result}
\end{equation}
Here $E_n$ are excitation energies and $f_n$ dipole oscillator strengths, with $\sum_nf_n=Z$. Both derivations take the target to be isotropic (atoms, or molecules in random orientation), its electrons slow ($v_e\ll v$), and the medium dilute, so that fields propagate as in vacuum. Both separate distant from close collisions at an energy $E_1$, with $E_1$ far above the binding energies but far below $mc^2$ and $2mv^2$. The corresponding wave number is $q_1$, with $\hbar^2q_1^2=2mE_1$.

\section{First derivation: Coulomb gauge}

\subsection{The stopping number as an integral}

The unrecoiling ion is a given charge and current. Its Fourier component $\mathbf q$ oscillates at $\omega=\mathbf q\cdot\mathbf v$. In Coulomb gauge
\begin{equation}
\phi_q=\frac{4\pi ze}{q^2},\qquad
\mathbf A_q=\frac{4\pi ze\,\boldsymbol\beta_t}{q^2-\omega^2/c^2},
\end{equation}
where $\boldsymbol\beta_t$ is the part of $\boldsymbol\beta$ perpendicular to $\mathbf q$. A Dirac electron of charge $-e$ couples through $-e\phi+e\boldsymbol\alpha\cdot\mathbf A$. With
$F_n=\langle n|\sum_je^{i\mathbf q\cdot\mathbf r_j}|0\rangle$ and
$\mathbf G_n=\langle n|\sum_j\boldsymbol\alpha_je^{i\mathbf q\cdot\mathbf r_j}|0\rangle$, the matrix element is
\begin{equation}
M_n=-4\pi ze^2\left[\frac{F_n}{q^2}-\frac{\boldsymbol\beta_t\cdot\mathbf G_n}{q^2-\omega^2/c^2}\right].
\end{equation}
In first-order perturbation theory at impact parameter $\mathbf b$, the time integral fixes $q_\parallel=E_n/\hbar v$ and leaves
\begin{equation}
a_n(\mathbf b)=\frac{-i}{\hbar v}\int\frac{d^2q_\perp}{(2\pi)^2}e^{-i\mathbf q_\perp\cdot\mathbf b}M_n .
\end{equation}
Integrating $|a_n|^2$ over $\mathbf b$ gives, by Parseval's theorem,
\begin{equation}
\sigma_n=\frac{1}{4\pi^2\hbar^2v^2}\int d^2q_\perp|M_n|^2. \label{sigma}
\end{equation}
The cross term between $F_n$ and $\mathbf G_n$ vanishes: after averaging over orientations, $F_n^*\mathbf G_n$ is a vector that can point only along $\mathbf q$, while $\boldsymbol\beta_t$ is perpendicular to it. At fixed $q_\parallel$, $d^2q_\perp\to\pi\,d(q^2)$. Inserting $S=N\sum_nE_n\sigma_n$ into the definition of $L$,
\begin{equation}
L=\frac{m}{Z\hbar^2}\sum_nE_n\!\int\! d(q^2)\left[\frac{|F_n|^2}{q^4}
+\frac{|\boldsymbol\beta_t\cdot\mathbf G_n|^2}{(q^2-E_n^2/\hbar^2c^2)^2}\right], \label{L}
\end{equation}
with $q\ge E_n/\hbar v$ and $\beta_t^2=\beta^2-E_n^2/(\hbar cq)^2$.

\subsection{Distant collisions, Coulomb part}

For wavelengths longer than the atom, $F_n\simeq i\mathbf q\cdot\mathbf x_{n0}$, where $\mathbf x=\sum_j\mathbf r_j$. If $|x_{n0}|^2$ denotes the orientation average for one component, then $f_n=2mE_n|x_{n0}|^2/\hbar^2$ and $|F_n|^2=\hbar^2q^2f_n/(2mE_n)$. Up to some $q_a$ in this range the first term of (\ref{L}) gives
\begin{equation}
\frac12\sum_n\frac{f_n}{Z}\int\frac{d(q^2)}{q^2}
=\frac12\ln\frac{\hbar^2q_a^2v^2}{I^2}.
\end{equation}
Beyond $q_a$ the Bethe sum rule applies. The electrons are slow, so $H$ may here be taken as the nonrelativistic Hamiltonian. For each electron,
$\frac12[e^{-i\mathbf q\cdot\mathbf r},[H,e^{i\mathbf q\cdot\mathbf r}]]=\hbar^2q^2/2m$, because the kinetic energy alone fails to commute with the exponential. Hence $\sum_nE_n|F_n|^2=Z\hbar^2q^2/2m$, and the range from $q_a$ to $q_1$ adds $\frac12\ln(q_1^2/q_a^2)$. The sum is
\begin{equation}
L_{C,\rm dist}=\frac12\ln\frac{2mv^2E_1}{I^2}. \label{cdist}
\end{equation}

\subsection{Distant collisions, transverse part}

For the current we return to the Dirac Hamiltonian. It obeys $[H,\mathbf x]=-i\hbar c\sum_j\boldsymbol\alpha_j$, so the long-wave current is $\mathbf G_n=iE_n\mathbf x_{n0}/\hbar c$. Put $k=E_n/\hbar c$ and $u=q^2/k^2$. The second term of (\ref{L}) becomes
\begin{equation}
L_{T,\rm dist}=\frac12\sum_n\frac{f_n}{Z}\int_{1/\beta^2}^{\infty}
\frac{\beta^2-1/u}{(u-1)^2}\,du .
\end{equation}
Partial fractions turn the integrand into
\begin{equation}
-\frac1u+\frac1{u-1}-\frac{1-\beta^2}{(u-1)^2},
\end{equation}
whose antiderivative is $\ln[(u-1)/u]+(1-\beta^2)/(u-1)$. This vanishes at infinity and equals $\ln(1-\beta^2)+\beta^2$ at $u=1/\beta^2$. Therefore
\begin{equation}
L_{T,\rm dist}=\frac12\left(\ln\gamma^2-\beta^2\right), \label{tdist}
\end{equation}
the same for every transition. The integral converges at $q$ of order $E_n/\hbar c$, a wavelength much longer than the atom, so the dipole form was justified. At larger $q$ orbital currents add terms of order $v_e^2/c^2$ times a logarithm.

A quantum oscillator, coupled through its orbital current with all multipoles retained, tests this; the spin current, which acts mainly in close collisions, is left out. At $\gamma=2$, (\ref{tdist}) is 0.3182. The full sum over levels gives 0.3429 for $\hbar\omega/2mc^2=10^{-2}$ and 0.3224 for $10^{-3}$, approaching the formula as the electron slows.

\subsection{Close collisions}

Now the electron is free and at rest. It takes momentum $\hbar q$ and energy $E$, so
\begin{equation}
\hbar^2c^2q^2=E(E+2mc^2),\qquad q^2-\frac{E^2}{\hbar^2c^2}=\frac{2mE}{\hbar^2}.
\end{equation}
The condition $E\le\hbar qv$ gives $E\le\beta^2(E+2mc^2)$, hence $E_{\max}=2mc^2\beta^2\gamma^2$. At fixed $q$, integrating $\delta(q_\parallel-E/\hbar v)$ over angles again leaves the measure $\pi\,d(q^2)$, so (\ref{L}) holds with one final energy for each $q$, and
$d(q^2)=(2m/\hbar^2)(1+E/mc^2)\,dE$.

Let $E'=E+mc^2$. The initial spinor is $(\chi,0)$; the final one is
$\mathcal N(\chi',\,c\boldsymbol\sigma\cdot\mathbf p\,\chi'/(E'+mc^2))$, with $\mathbf p=\hbar\mathbf q$ and $\mathcal N^2=(E'+mc^2)/2E'$. The charge overlap, summed over final and averaged over initial spins, is
\begin{equation}
|F|^2=\mathcal N^2=\frac{1+E/2mc^2}{1+E/mc^2}.
\end{equation}
The Coulomb part is then
\begin{equation}
L_{C,\rm close}=\frac12\int_{E_1}^{E_{\max}}\!\frac{dE}{E(1+E/2mc^2)}
=\frac12\left[\ln\frac{E}{1+E/2mc^2}\right]_{E_1}^{E_{\max}} .
\end{equation}
Because $1+E_{\max}/2mc^2=1+\beta^2\gamma^2=\gamma^2$, the upper end is $\ln(2mv^2)$. With $E_1\ll mc^2$,
\begin{equation}
L_{C,\rm close}=\frac12\ln\frac{2mv^2}{E_1}. \label{cclose}
\end{equation}
Relativistic recoil has left the nonrelativistic logarithm unchanged.

For the current, the spin algebra contains
$(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\boldsymbol\beta_t)=i\boldsymbol\sigma\cdot(\mathbf p\times\boldsymbol\beta_t)$, since $\mathbf p\perp\boldsymbol\beta_t$. This is a pure spin current; the convection current of an electron struck at rest lies along $\mathbf q$. Using $c^2p^2=E(E+2mc^2)$ and $E'+mc^2=E+2mc^2$,
\begin{equation}
|\boldsymbol\beta_t\cdot\mathbf G|^2=\frac{\mathcal N^2\beta_t^2c^2p^2}{(E'+mc^2)^2}
=\frac{\beta_t^2E}{2(E+mc^2)} .
\end{equation}
In (\ref{L}) the factors of $E$ cancel and $\frac12\int\beta_t^2\,dE/2mc^2$ remains. With $x=E/2mc^2$, $\beta_t^2=\beta^2-x/(1+x)$. The lower limit may be set to zero at a cost below $\beta^2E_1/4mc^2$:
\begin{align}
L_{T,\rm close}&=\frac12\int_0^{\beta^2\gamma^2}\left(\beta^2-1+\frac1{1+x}\right)dx\nonumber\\
&=\frac12\left[-\frac{\beta^2\gamma^2}{\gamma^2}+\ln(1+\beta^2\gamma^2)\right]
=\frac12\left(\ln\gamma^2-\beta^2\right). \label{tclose}
\end{align}
The Coulomb parts (\ref{cdist}) and (\ref{cclose}) add to $\ln(2mv^2/I)$, and the two transverse halves complete (\ref{result}).

\section{Second derivation: fields and a change of frame}

\subsection{Distant collisions from the electric field}

This route never separates Coulomb from transverse photons. In Lorenz gauge $\phi_q=4\pi ze/(q^2-\omega^2/c^2)$ and $\mathbf A_q=\boldsymbol\beta\phi_q$, so the electric field is
\begin{equation}
\mathbf E_q=-i\mathbf q\phi_q+\frac{i\omega}{c}\mathbf A_q
=-i\left(\mathbf q-\frac{\omega\mathbf v}{c^2}\right)\phi_q .
\end{equation}
With $q_\parallel=\omega/v$, its parallel component carries $(\omega/v)(1-\beta^2)=\omega/v\gamma^2$. Let $s=q_\perp^2$ and $\kappa=\omega/\gamma v$. The denominator is $q^2-\omega^2/c^2=s+\kappa^2$, and
\begin{equation}
|\mathbf E_q|^2=(4\pi ze)^2\,\frac{s+\kappa^2/\gamma^2}{(s+\kappa^2)^2}.
\end{equation}
The dipole coupling $e\mathbf x\cdot\mathbf E$ has orientation-averaged square $e^2|x_{n0}|^2|\mathbf E_q|^2$. Put this into (\ref{sigma}) and replace $E_n|x_{n0}|^2$ by $\hbar^2f_n/2m$. Up to $q_a$,
\begin{align}
L_a&=\frac12\sum_n\frac{f_n}{Z}\int_0^{q_a^2}
\left[\frac1{s+\kappa^2}-\frac{\beta^2\kappa^2}{(s+\kappa^2)^2}\right]ds\nonumber\\
&=\frac12\left[\ln\frac{\hbar^2q_a^2v^2}{I^2}+\ln\gamma^2-\beta^2\right],
\end{align}
for $q_a\gg\kappa$. The bracket used $1-1/\gamma^2=\beta^2$. The logarithm grows because the field reaches sideways to distances of order $1/\kappa=\gamma v/\omega$; the term $-\beta^2$ records the weakening of the parallel field.

Between $q_a$ and $q_1$ we have $q\gg E_n/\hbar c$. Retardation is then negligible and slow electrons respond essentially to the Coulomb field, so the Bethe sum rule again adds $\frac12\ln(q_1^2/q_a^2)$:
\begin{equation}
L_{\rm dist}=\frac12\left[\ln\frac{2mv^2E_1}{I^2}+\ln\gamma^2-\beta^2\right]. \label{fdist}
\end{equation}
The relativistic gain has also been tested in time and space: the field of a passing charge was integrated numerically over a classical oscillator's response, for impact parameters above $0.005\,v/\omega$. At $\gamma=2$ the gain over the nonrelativistic field was 0.3185, against 0.3182 from the formula.

\subsection{Close collisions in the ion's frame}

In the rest frame of the heavy ion there is a static Coulomb field and no magnetic field. An electron arrives with momentum $p=\gamma mv$ and energy $\epsilon=\gamma mc^2$, and scatters elastically through $\theta$. Transforming its final energy back to the laboratory gives the loss
\begin{equation}
E=\gamma(\epsilon-vp\cos\theta)-mc^2
=2mc^2\beta^2\gamma^2\sin^2\frac\theta2=E_{\max}y,
\end{equation}
where $y=\sin^2(\theta/2)$.

The momentum transfer is $2p\sqrt y$, so the potential's matrix element has magnitude $\pi ze^2\hbar^2/(p^2y)$. The density of final states per solid angle is $p^2/[(2\pi\hbar)^3v]$. The golden rule, divided by the flux $v$, gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{z^2e^4}{4p^2v^2y^2}\,W,
\end{equation}
with $W$ the spin-averaged overlap of the initial and final spinors. Set $a=c^2p^2/(\epsilon+mc^2)^2$ and $\mathcal N^2=(\epsilon+mc^2)/2\epsilon$. Since $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=p^2\cos\theta+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$,
\begin{equation}
W=\mathcal N^4\left[(1+a\cos\theta)^2+a^2\sin^2\theta\right]
=\mathcal N^4\left[(1+a)^2-4ay\right].
\end{equation}
Here $a=(\epsilon-mc^2)/(\epsilon+mc^2)$, so $\mathcal N^2(1+a)=1$ and $4a\mathcal N^4=(\epsilon^2-m^2c^4)/\epsilon^2=\beta^2$. Thus $W=1-\beta^2y$.

The cross section, an area perpendicular to the motion, is unchanged by the boost. With $d\Omega=4\pi\,dy$ and $E_{\max}=2p^2/m$,
\begin{equation}
d\sigma=\frac{2\pi z^2e^4}{mv^2}\left(1-\beta^2\frac{E}{E_{\max}}\right)\frac{dE}{E^2}.
\end{equation}
Multiplying by $E$, integrating, and dividing out the prefactor of $L$ gives, for $E_1\ll E_{\max}$,
\begin{equation}
L_{\rm close}=\frac12\left[\ln\frac{2mv^2\gamma^2}{E_1}-\beta^2\right]. \label{fclose}
\end{equation}
Adding (\ref{fdist}) and (\ref{fclose}) removes $E_1$ and gives (\ref{result}) again.

\section{What each derivation assumes}

Both use first Born order, an ion without recoil or structure, slow target electrons and vacuum propagation. The first also needs isotropy to remove the cross term, and it identifies the photons responsible. The second uses isotropy for the dipole average, and its close part needs an inertial frame in which the ion stays at rest. There the whole interaction is Coulombic, so ``transverse exchange'' names a contribution in the target's frame and in Coulomb gauge; the total loss does not depend on that naming. Explicit Dirac matrices at $\gamma=1.1$, 2 and 8 confirm this for close collisions: the covariant-gauge stopping number equals the sum of the Coulomb and transverse parts within $10^{-6}$.

The second route also isolates the role of electron spin. A spinless electron has $W=1$, so its close part lacks $-\beta^2/2$ and the total correction becomes $\ln\gamma^2-\beta^2/2$. At $\gamma=2$ the computed excess is 0.375, equal to $\beta^2/2$.

At low speed, $-\ln(1-\beta^2)-\beta^2=\beta^4/2+\beta^6/3+\cdots$: the terms of order $\beta^2$ cancel, and the correction starts late. For large $\gamma$ it tends to $2\ln\gamma-1$. Screening by the medium eventually stops the growth of the distant half; the close half goes on growing as $\ln\gamma$, because $E_{\max}$ keeps rising as $\gamma^2$. This holds for an ion of unlimited mass. For mass $M$, recoil makes $E_{\max}$ proportional to $\gamma$ once $\gamma\gg M/2m$, about 900 for a proton, and the growth slows to $\frac12\ln\gamma$; the ion's finite size is a further limit not treated here.

\section{Protons in ethylene gas}

Take 1000 MeV protons in C$_2$H$_4$ at 760 Torr and 300 K, roughly the conditions of a gas-filled beam monitor. The mean excitation energy comes from the time-dependent Hartree--Fock dipole spectrum at a fixed, rounded geometry, in a finite Gaussian basis. Correlation beyond this level and nuclear motion are left out, and discrete states stand for the continuum. The oscillator strengths sum to 16.02 in length form, for 16 electrons, and give $I=51.1$ eV; the velocity form gives 15.82 and 50.5 eV. In each case the average of $\ln E_n$ is divided by the computed sum of strengths instead of $Z$. The basis is not converged to the digits shown: tight $p$ and $d$ functions added on carbon raise both values of $I$ by about 0.6 eV, which lowers $L$ by about 0.01, or 0.1\%. One more tight $p$ function on carbon, with tight and diffuse functions on hydrogen, brings the values to 51.9 and 51.1 eV, so $I$ is uncertain by about 1 eV at this level. In a complete basis the two forms would agree. Raising $I$ by 1 eV would lower $L$ by 0.019, or 0.2\%.

The proton has $\gamma=2.066$, $\beta^2=0.766$ and $2mv^2=7.825\times10^5$ eV. Hence
\begin{equation}
L=9.636+1.451-0.766=10.321,
\end{equation}
with a transverse contribution of 0.685, or 0.343 from each half. The electron density $3.914\times10^{20}$ cm$^{-3}$ makes the prefactor 0.2607 keV/cm, so
\begin{equation}
S=0.2607\times10.321=2.69\ \hbox{keV/cm}=2.36\ \hbox{MeV\,cm}^2/\hbox{g}.
\end{equation}
In the same gas the extra terms are 0.0002 at 10 MeV, 0.019 at 100 MeV and 1.93 at 3000 MeV. At 10 MeV and below they are negligible. The stopping power at 3000 MeV, 2.49 keV/cm, is still below that at 1000 MeV, but it is already rising: the fall of $1/\beta^2$ outweighs the growth of $L$ only up to a shallow minimum of 2.48 keV/cm near 2360 MeV.

Changing $I$ to its velocity value moves $L$ by 0.012, or 0.1\%. The finite proton mass lowers $E_{\max}$ and changes $L$ by $-0.0011$. Shell terms have the scale $v_e^2/v^2=7\times10^{-4}$, and the Bloch term, in its nonrelativistic form, is $-8\times10^{-5}$; at this speed relativistic terms even in the charge are as large and of opposite sign, so only the smallness of the sum, below $10^{-4}$, is meaningful. The leading correction beyond first Born order is larger: it comes from close collisions, is odd in the ion's charge, and is about $\pi z\beta/(2\times137)=+0.010$ for the proton, or 0.1\% of $L$. In a medium of permittivity $\varepsilon$, $\kappa^2$ becomes $(\omega^2/v^2)(1-\beta^2\varepsilon)$; its relative change has the scale $\beta^2\gamma^2(\varepsilon-1)=0.004$. With the static permittivity $\kappa^2$ reaches zero at $\gamma\simeq28$; from about that speed on, the medium's response must be included.

In a real monitor, the energy lost by the ion is not all deposited in the gas. One electron can receive up to 3.34 MeV and leave the gas. If electrons given more than $E_{\max}/100$, about 33 keV, escape with all their energy, the loss to remove from $L$ is $\frac12[\ln100-0.766\times0.99]=1.92$, or 19\% of $L$. Nor does $S$ alone fix a range. A rough geometric estimate puts collisions with carbon nuclei 0.9 km apart, and the hydrogen nuclei shorten the free path further. The initial energy divided by $S$ is 3.7 km; because $S$ rises as the proton slows, integrating $dE/S$ gives 2.7 km.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL TESTS at gamma = 2.0 (dimensionless)
half of ln(gamma^2)-beta^2, formula: 0.31815
close transverse, Dirac matrices: 0.31815
distant transverse, oscillator, eta=1e-2: 0.34293
distant transverse, oscillator, eta=1e-3: 0.32237
distant gain, classical moving field: 0.31850
spinless minus Dirac electron, close part: 0.37500
beta^2/2 for comparison: 0.37500
oscillator Coulomb number at 2mv^2/(hbar omega)=2000: 7.59940
its logarithm: 7.60090
C2H4, TDHF, 132 basis functions, 992 excitations
C-C 1.33 angstrom, C-H 1.09 angstrom, H-C-C 121.5 degree
oscillator-strength sum, length form: 16.017 (electrons: 16)
oscillator-strength sum, velocity form: 15.820
I, length form (used): 51.12 eV
I, velocity form: 50.54 eV
EXAMPLE: proton of 1000 MeV, gas at 760 Torr and 300 K
molecule density: 2.4463e+19 cm^-3
electron density: 3.9141e+20 cm^-3
mass density: 1.1396e-03 g/cm^3
gamma: 2.06579
beta: 0.87503
beta^2: 0.76567
2 m v^2: 7.8251e+05 eV
largest energy loss to one electron: 3.3394 MeV
ln(2mv^2/I): 9.6360
ln(gamma^2): 1.4510
ln(gamma^2)-beta^2: 0.6854
each half (distant, close): 0.3427
stopping number L: 10.3214
prefactor of L: 0.26067 keV/cm
stopping without transverse photons: 2.5118 keV/cm
stopping with transverse photons: 2.6904 keV/cm
the same: 2.3608 MeV cm^2/g
increase by transverse photons: 7.11 percent
E=  10 MeV: gamma=1.0107 extra=0.00022 L=6.0390 S=57.450 keV/cm
E= 100 MeV: gamma=1.1066 extra=0.01919 L=8.2259 S=8.954 keV/cm
E=1000 MeV: gamma=2.0658 extra=0.68535 L=10.3214 S=2.690 keV/cm
E=3000 MeV: gamma=4.1974 extra=1.92568 L=11.7702 S=2.491 keV/cm
NEGLECTED EFFECTS at 1000 MeV
finite proton mass, change of L: -1.12e-03
shell-term scale <v_e^2>/v^2: 6.77e-04
bound-current scale <v_e^2>/c^2: 5.19e-04
static permittivity minus 1: 1.276e-03
density-effect scale beta^2 gamma^2 (eps-1): 4.17e-03
gamma where beta^2 eps(0) = 1: 28.0
Bloch term, change of L: -8.36e-05
Barkas parameter alpha I/(m c^2 beta^3): 1.09e-06
proton size, drop of rate at largest loss: 8.81e-05
change of L if I is from velocity form: 1.15e-02
rough path between carbon-nucleus hits: 862 m
energy / stopping power: 3717 m
\end{verbatim}
